\section*{Nuclear Stopping Cross Section from a Power-Law Energy-Transfer Distribution, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the collision law to the stopping cross section}

\subsection{The physical situation}

An ion shot into a solid loses part of its energy in elastic collisions with target atoms. Most of these collisions are distant and transfer little; a few are close and can displace an atom, leaving damage that a later anneal has to repair. An implantation calculation needs the mean energy lost per unit path, and needs to know how this loss changes as the ion slows down.

Let a projectile of mass $M_1$ and laboratory kinetic energy $E$ meet a free target atom of mass $M_2$ at rest, and let $T$ be the kinetic energy given to the target. The collision law considered here is
\begin{equation}
d\sigma=C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le T_{\max},
\label{law}
\end{equation}
with $d\sigma=0$ for $T>T_{\max}$. The positive number $C$ depends on the pair of atoms and on $m$, but not on $E$ or $T$. The exponent satisfies $m<1$. Collisions are elastic and non-relativistic.

The algebra is in atomic units. Since the mechanics is classical, no constant of nature appears, and every formula holds in any consistent set of units. Numbers are given in eV and \AA.

\subsection{What the stopping cross section measures}

Consider a layer of thickness $dx$ and area $A$, with $N$ atoms per unit volume. It contains $NA\,dx$ atoms. If their positions are uncorrelated with the path of the ion, each atom presents the area $d\sigma$ for a transfer between $T$ and $T+dT$. The expected number of such collisions is the total area presented divided by $A$, which is $N\,dx\,d\sigma$. Each one costs the ion an energy $T$, so the mean loss in the layer is
\begin{equation}
-dE=N\,dx\int T\,d\sigma .
\end{equation}
This defines the nuclear stopping cross section $S$:
\begin{equation}
S(E)=\int T\,d\sigma,\qquad -\frac{dE}{dx}=N\,S(E).
\label{defS}
\end{equation}
The minus sign records that $E$ falls along the path while $S$ is positive. $S$ is an energy times an area.

Two assumptions enter. Collisions are binary and independent, and the ion does not follow the open channels of a crystal, where close collisions would be rarer than the uncorrelated count says.

\subsection{The largest transfer}

The upper limit in \eqref{law} follows from the conservation laws. Let the projectile arrive with velocity $\mathbf v$. The centre of mass moves with
\begin{equation}
\mathbf V=\frac{M_1}{M_1+M_2}\,\mathbf v .
\end{equation}
In the centre-of-mass frame the target initially has velocity $-\mathbf V$. The two momenta there are opposite and equal in size, and the kinetic energy is proportional to the square of that size. An elastic collision restores the kinetic energy, so it restores the size of the momenta and only turns them through an angle $\theta$. The target leaves with a velocity $\mathbf w$ of length $V$, at an angle $\theta$ to $-\mathbf V$. Hence $\mathbf V\cdot\mathbf w=-V^2\cos\theta$, and the squared speed of the target in the laboratory is
\begin{align}
|\mathbf V+\mathbf w|^2&=V^2+V^2-2V^2\cos\theta\nonumber\\
&=4V^2\sin^2(\theta/2).
\end{align}
Multiplying by $M_2/2$ and using $v^2=2E/M_1$ gives
\begin{align}
T&=2M_2\,\frac{M_1^2}{(M_1+M_2)^2}\,\frac{2E}{M_1}\,\sin^2(\theta/2)\nonumber\\
&=\gamma E\sin^2(\theta/2),
\label{kin}
\end{align}
where
\begin{equation}
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\end{equation}
The largest transfer belongs to a head-on collision, $\theta=\pi$:
\begin{equation}
T_{\max}=\gamma E .
\end{equation}
Since $1-\gamma=(M_1-M_2)^2/(M_1+M_2)^2\ge0$, the target never receives more than $E$, and it can receive all of it if the masses are equal.

\subsection{The integral}

To see what happens at small transfers, start the integral at $T_0>0$. Inserting \eqref{law} in \eqref{defS}, the factor $T$ raises the power of $T$ by one:
\begin{align}
S_{T_0}(E)&=C E^{-m}\int_{T_0}^{\gamma E}T^{-m}\,dT\nonumber\\
&=\frac{C E^{-m}}{1-m}\left[(\gamma E)^{1-m}-T_0^{1-m}\right].
\label{cut}
\end{align}
For $m<1$ the exponent $1-m$ is positive, and the second term vanishes as $T_0\to0$. What remains is
\begin{equation}
S(E)=\frac{C\,\gamma^{1-m}}{1-m}\,E^{1-2m}.
\label{main}
\end{equation}
This is the required proportionality together with its prefactor. The units agree: by \eqref{law}, $C$ is an area times an energy to the power $2m$, so the right-hand side is an area times an energy.

The exponent has two sources. The collision law contributes $-m$: for $m>0$ a faster ion makes fewer collisions with any given $T$ that a slower ion can also transfer. The growing range of possible transfers contributes $1-m$. If the integral were stopped at a fixed energy $T_f<\gamma E$, the second source would be absent, and
\begin{equation}
\int_0^{T_f}T\,d\sigma=\frac{C\,T_f^{1-m}}{1-m}\,E^{-m}.
\end{equation}
For $m=1/3$ and $T_f=100$ eV, numerical integration gives the exponent $-0.333$, whereas the kinematic limit gives $+1/3$. A code that truncates the transfers at a fixed energy therefore changes the energy dependence as well as the size of the loss.

The sign of $1-2m$ separates three cases. Stopping rises with energy for $m<1/2$, does not depend on energy for $m=1/2$, and falls with energy for $1/2<m<1$.

\subsection{Soft collisions and the condition on the exponent}

The part of $S$ that comes from transfers below some $T_c\le\gamma E$ follows by replacing the upper limit $\gamma E$ by $T_c$ and dividing by \eqref{main}:
\begin{equation}
\frac{S(T<T_c)}{S}=\left(\frac{T_c}{\gamma E}\right)^{1-m}.
\label{share}
\end{equation}
The number of collisions behaves differently. For $0<m<1$ the cross section for transfers above $T_0$ is
\begin{equation}
\sigma(T>T_0)=\frac{C E^{-m}}{m}\left[T_0^{-m}-(\gamma E)^{-m}\right],
\label{count}
\end{equation}
which grows without bound as $T_0\to0$. At $m=0$ it is $C\ln(\gamma E/T_0)$, which also diverges. The ion then makes infinitely many collisions in any layer, but the softest carry so little energy that the total loss is finite.

At $m=1$ this balance fails. The integrand $T\,d\sigma$ becomes $(C/E)\,dT/T$, so every decade of $T$ contributes the same amount $(C/E)\ln 10$, and
\begin{equation}
S_{T_0}=\frac{C}{E}\ln\frac{\gamma E}{T_0}\qquad(m=1).
\end{equation}
There is no limit for $T_0\to0$; a physical lower cutoff is needed. For $m>1$ the term with $T_0$ in \eqref{cut} grows as a power of $1/T_0$, and again the result is set by the cutoff.

A simulation that follows single collisions needs a finite $T_0$ even for $0<m<1$, because of \eqref{count}. Let $u$ be a random number uniform between 0 and 1. Setting $u$ equal to the fraction of collisions with a transfer between $T_0$ and $T$ gives
\begin{equation}
u=\frac{T_0^{-m}-T^{-m}}{T_0^{-m}-(\gamma E)^{-m}},
\end{equation}
and solving for $T$,
\begin{equation}
T=\left\{T_0^{-m}-u\left[T_0^{-m}-(\gamma E)^{-m}\right]\right\}^{-1/m}.
\end{equation}
The collisions below $T_0$ are then represented by a continuous loss $NS\,(T_0/\gamma E)^{1-m}$ per unit path, as \eqref{share} requires. Leaving it out makes the simulated mean loss too small by the same fraction. This division holds while $\gamma E>T_0$. Once the ion is slower than that, no transfer exceeds $T_0$, and the whole loss $NS$ is treated as continuous.

\subsection{Slowing down along the path}

Write \eqref{main} as $S=\kappa E^{1-2m}$ with $\kappa=C\gamma^{1-m}/(1-m)$. Suppose that nuclear stopping is the only loss, that $N$ is constant, and that the ion loses energy at the mean rate \eqref{defS}. Then for $m>0$
\begin{align}
\frac{d}{dx}E^{2m}&=2mE^{2m-1}\frac{dE}{dx}\nonumber\\
&=-2mE^{2m-1}N\kappa E^{1-2m}=-2mN\kappa .
\label{lin}
\end{align}
The quantity $E^{2m}$ falls linearly with path length. A step of any length $x$ can therefore be taken in closed form,
\begin{equation}
E(x)=\left[E_0^{2m}-2mN\kappa x\right]^{1/(2m)},
\label{step}
\end{equation}
as long as the bracket is positive. The ion stops when the bracket reaches zero, after the path length
\begin{equation}
R(E_0)=\frac{E_0^{2m}}{2mN\kappa}=\frac{E_0}{2mN\,S(E_0)} .
\label{R}
\end{equation}
The second form follows on multiplying numerator and denominator by $E_0^{1-2m}$.

$R$ is measured along the path. The ion is deflected on its way, so the depth it reaches is a different quantity. The mean-rate description also ignores fluctuations. They can be large when $\gamma$ is near 1 and hard collisions carry much of the loss, because one collision can take the fraction $\gamma$ of the energy. The mean path length $\bar R$ of many ions then need not equal $R$. It obeys $N\int[\bar R(E)-\bar R(E-T)]\,d\sigma=1$, which is solved by $\bar R\propto E^{2m}$. The mean-rate description replaces $1-(1-T/E)^{2m}$ in this integral by $2mT/E$. The first is the larger for $m<1/2$ and the smaller for $m>1/2$, so $\bar R<R$ for $m<1/2$, $\bar R=R$ for $m=1/2$, and $\bar R>R$ for $m>1/2$. For the example below, $\bar R=0.92\,R$.

\subsection{Worked example: stopping and path length}

The example uses round model parameters: $M_1/M_2=1/2$, $m=1/3$ and $N=0.05$ \AA$^{-3}$. The constant $C=59.13$ \AA$^2\,$eV$^{2/3}$ is computed in the second half from a repulsion of 300 eV at 1 \AA. The mass ratio gives $\gamma=4(1/2)/(3/2)^2=0.8889$. At $E=1000$ eV, \eqref{main} becomes
\begin{align}
S&=\frac{59.13\,(0.8889)^{2/3}\,(1000)^{1/3}}{2/3}\ \text{eV\,\AA}^2\nonumber\\
&=820\ \text{eV\,\AA}^2,
\end{align}
or 108 hartree bohr$^2$. The mean loss is $NS=0.05\times820=41$ eV/\AA, and \eqref{R} gives
\begin{equation}
R=\frac{1000}{(2/3)\times 41.0}\ \text{\AA}=36.6\ \text{\AA}.
\end{equation}
At 8000 eV the energy is eight times larger. $S$ grows by $8^{1/3}=2$ to 1640 eV\,\AA$^2$, and $R$ grows by $8^{2/3}=4$ to 146 \AA. By \eqref{share}, transfers below 10 eV supply $(10/888.9)^{2/3}=0.050$ of the stopping at 1000 eV. In the model potential these transfers come from impact parameters above about 1.5 \AA, more than half the atomic spacing, where separate binary collisions are no longer a good picture; the number illustrates \eqref{share} and is not a property of a solid.

Equation \eqref{main} was tested against numerical integration of $T\,d\sigma$ for $m=1/3$, $1/2$ and $2/3$ at both energies, and \eqref{R} against numerical integration of $1/(NS)$ for $m=1/3$. These tests concern the consequences of \eqref{law}. They do not show how well \eqref{law} describes a collision.

\section{The constant in the collision law and its accuracy}

\subsection{Symbols and results carried over}

A projectile of mass $M_1$ and energy $E$ gives the energy $T=\gamma E\sin^2(\theta/2)$ to a target of mass $M_2$ at rest. Here $\theta$ is the deflection in the centre-of-mass frame and $\gamma=4M_1M_2/(M_1+M_2)^2$. If $d\sigma=CE^{-m}T^{-1-m}dT$ up to $T=\gamma E$, with $m<1$, the stopping cross section is
\begin{equation}
S=\int T\,d\sigma=\frac{C\gamma^{1-m}}{1-m}E^{1-2m}.
\label{S2}
\end{equation}
With $N$ atoms per unit volume, the mean loss per path length is $NS$, and the path length to rest is $R=E/(2mNS)$ for $m>0$.

It remains to find $C$, and to see how far the collision law can be trusted. Let the two atoms repel each other with the potential energy
\begin{equation}
V(r)=k\,r^{-s},\qquad k>0,\quad s>1.
\end{equation}

\subsection{Distant collisions}

In a distant collision the projectile is hardly deflected, and the target hardly moves while the force acts. To leading order in $k$, take the projectile on a straight line with constant speed $v$ at the distance $b$ from the target, the impact parameter. At time $t$ the separation is $r=(b^2+v^2t^2)^{1/2}$. The force has size $sk\,r^{-s-1}$, and its component across the path is smaller by the factor $b/r$. The component along the path is odd in $t$ and integrates to zero. The momentum given to the target is therefore
\begin{align}
\Delta p&=\int_{-\infty}^{\infty}\frac{s k b\;dt}{(b^2+v^2t^2)^{(s+2)/2}}\nonumber\\
&=\frac{s k}{v\,b^{s}}\int_{-\infty}^{\infty}\frac{dq}{(1+q^2)^{(s+2)/2}},
\end{align}
where $vt=bq$. For the remaining integral put $w=1/(1+q^2)$. For $q>0$ this means $q=(1/w-1)^{1/2}$ and $dq=-\tfrac12w^{-3/2}(1-w)^{-1/2}dw$. The two halves of the $q$ axis contribute equally, so with $a=(s+2)/2$
\begin{align}
\int_{-\infty}^{\infty}\frac{dq}{(1+q^2)^{a}}&=\int_0^1 w^{a-3/2}(1-w)^{-1/2}\,dw\nonumber\\
&=\frac{\sqrt\pi\;\Gamma(a-\tfrac12)}{\Gamma(a)},
\end{align}
which is Euler's beta integral. Since $\Gamma(s/2+1)=(s/2)\,\Gamma(s/2)$, the factor $s$ cancels and
\begin{equation}
\Delta p=\frac{\beta k}{v\,b^{s}},\qquad
\beta=\frac{2\sqrt\pi\;\Gamma\!\left(\frac{s+1}{2}\right)}{\Gamma\!\left(\frac s2\right)} .
\end{equation}
The target energy is $\Delta p^2/(2M_2)$. With $v^2=2E/M_1$,
\begin{equation}
T=\frac{M_1\,\beta^2k^2}{4M_2\,E\,b^{2s}} .
\label{Tb}
\end{equation}

The collision law has given the stopping cross section and the path length, and the impulse calculation has given the energy transfer in a distant collision as a function of impact parameter. It remains to obtain the constant $C$ from that transfer and to test the law against full classical scattering.
